# Why stress-free walls between tetragonal variants lie on (101) or (10-1): test program

```python
"""
Result under test: tetragonal variants with long axes x and z can meet
stress-free only on parent planes (101) and (10-1). Other walls in a periodic
stack store W = f(1-f)B/2 per volume, where
B(n) = De:C:De - p.A^-1.p,  p = (C:De)n,  A_ik = C_ijkl n_j n_l.
De: spontaneous strain of x variant minus that of z variant = s diag(1,0,-1)
C: stiffness; n: unit wall normal; f: volume fraction of the x variant.
Lengths are in nm, energies in eV, stiffness and stress in eV/nm^3.
Material parameters are rough typical values for lead titanate.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as charge, epsilon_0
from scipy.spatial.transform import Rotation

a, c = 0.390, 0.415
C11, C12, C44 = 1200.0, 600.0, 500.0
C_long = 650.0              # rough softer modulus along the long axis
f = 0.5
a0 = (a * a * c) ** (1 / 3)
ea, ec = a / a0 - 1, c / a0 - 1
s = ec - ea
De = np.diag([ec, ea, ea]) - np.diag([ea, ea, ec])
GPa = charge * 1e27 / 1e9   # GPa per eV/nm^3

# All real unit normals whose plane has no tangential strain mismatch
n1, n2, n3 = sp.symbols("n1 n2 n3", real=True)
cross = sp.Matrix([[0, -n3, n2], [n3, 0, -n1], [-n2, n1, 0]])
mismatch = cross.T * sp.diag(1, 0, -1) * cross
equations = [sp.expand(q) for q in mismatch if sp.expand(q) != 0]
equations.append(n1**2 + n2**2 + n3**2 - 1)
solutions = sp.solve(equations, [n1, n2, n3], dict=True)
planes = set()
for sol in solutions:
    v = np.array([float(sol[q]) for q in (n1, n2, n3)]) * np.sqrt(2)
    v = v * np.sign(v[0])
    planes.add(tuple(int(round(q)) for q in v))
    assert np.allclose(v, np.round(v), atol=1e-12)
assert planes == {(1, 0, 1), (1, 0, -1)}

# Cubic stiffness tensor and the derived energy formula
I = np.eye(3)
C = C12 * np.einsum("ij,kl->ijkl", I, I)
C += C44 * (np.einsum("ik,jl->ijkl", I, I) + np.einsum("il,jk->ijkl", I, I))
for i in range(3):
    C[i, i, i, i] += C11 - C12 - 2 * C44
stress0 = np.einsum("ijkl,kl->ij", C, De)
energy0 = np.sum(De * stress0)


def penalty(n):
    n = np.asarray(n, float) / np.linalg.norm(n)
    acoustic = np.einsum("ijkl,j,l->ik", C, n, n)
    p = stress0 @ n
    return energy0 - p @ np.linalg.solve(acoustic, p)


# Direct minimization over the jump vector, for arbitrary normals
values, vectors = np.linalg.eigh(C.reshape(9, 9))
assert values.min() > -1e-9
root = np.sqrt(np.maximum(values, 0))[:, None] * vectors.T


def direct_penalty(n):
    n = np.asarray(n, float) / np.linalg.norm(n)
    columns = [((np.outer(q, n) + np.outer(n, q)) / 2).ravel() for q in I]
    M = root @ np.array(columns).T
    target = root @ De.ravel()
    b = np.linalg.lstsq(M, target, rcond=None)[0]
    return np.sum((M @ b - target) ** 2)


rng = np.random.default_rng(4)
for n in rng.normal(size=(30, 3)):
    assert np.isclose(penalty(n), direct_penalty(n), rtol=1e-9, atol=1e-11)
for n in planes:
    assert abs(direct_penalty(n)) < 1e-12

# Jump vector and relative rotation for the (101) wall
normal = np.array([1, 0, 1]) / np.sqrt(2)
jump = np.sqrt(2) * s * np.array([1, 0, -1])
H = np.outer(jump, normal)
assert np.allclose((H + H.T) / 2, De, atol=1e-14)
spin = (H - H.T) / 2
small_rotation = np.linalg.norm(spin) / np.sqrt(2)
assert np.isclose(small_rotation, s)


def stiffness4(long_axis=None):
    """Stiffness for strain components xx, yy, zz, 2xz."""
    K = np.full((4, 4), C12)
    K[3, :] = K[:, 3] = 0
    K[[0, 1, 2], [0, 1, 2]] = C11
    K[3, 3] = C44
    if long_axis is not None:
        K[long_axis, long_axis] = C_long
    return K


def relaxed_stack(theta, Kx, Kz, N=8, fraction=0.5):
    """Relax a periodic triangular mesh; normal = (sin theta,0,cos theta)."""
    hx, hz = 1.0, (np.tan(theta) if theta > 0 else 1.0)
    Lx, Lz = np.linalg.cholesky(Kx), np.linalg.cholesky(Kz)
    matrix, target, factors, is_x = [], [], [], []

    def node(p):
        return 2 * ((p[0] % N) * N + p[1] % N)

    for i in range(N):
        for j in range(N):
            for upper in (0, 1):
                if upper:
                    px = ((i + 1, j + 1), (i, j + 1))
                    pz = ((i + 1, j + 1), (i + 1, j))
                else:
                    px = ((i + 1, j), (i, j))
                    pz = ((i, j + 1), (i, j))
                G = np.zeros((4, 2 * N * N + 4))
                G[:, -4:] = np.eye(4)       # free mean strain
                for sign, qx, qz in zip((1, -1), px, pz):
                    G[0, node(qx)] += sign / hx
                    G[3, node(qx) + 1] += sign / hx
                    G[2, node(qz) + 1] += sign / hz
                    G[3, node(qz)] += sign / hz
                layer = (i + j + upper) % N if theta > 0 else j
                x_variant = layer < round(fraction * N)
                L = Lx if x_variant else Lz
                e0 = [ec, ea, ea, 0] if x_variant else [ea, ea, ec, 0]
                matrix.append(L.T @ G)
                target.append(L.T @ np.array(e0))
                factors.append(L)
                is_x.append(x_variant)
    M, t = np.vstack(matrix), np.concatenate(target)
    u = np.linalg.lstsq(M, t, rcond=None)[0]
    r = (M @ u - t).reshape(-1, 4)
    stress = np.array([L @ q for L, q in zip(factors, r)])
    return 0.5 * np.mean(np.sum(r**2, axis=1)), stress, np.array(is_x)


K = stiffness4()
W001, stress001, is_x = relaxed_stack(0, K, K)
W101, stress101, _ = relaxed_stack(np.pi / 4, K, K)
W30, _, _ = relaxed_stack(np.pi / 6, K, K)
Wquarter, _, _ = relaxed_stack(0, K, K, fraction=0.25)
Wfine, _, _ = relaxed_stack(0, K, K, N=12)
mesh_shift = abs(Wfine - W001)
B001 = s**2 * (C11 - C12**2 / C11)
B010 = 2 * s**2 * (C11 - C12)
assert np.isclose(W001, f * (1 - f) * B001 / 2, rtol=1e-9)
assert np.isclose(Wquarter, 0.25 * 0.75 * B001 / 2, rtol=1e-9)
n30 = [np.sin(np.pi / 6), 0, np.cos(np.pi / 6)]
assert np.isclose(W30, f * (1 - f) * penalty(n30) / 2, rtol=1e-9)
assert np.isclose(direct_penalty([0, 1, 0]), B010, rtol=1e-9)
assert W101 < 1e-12 and np.max(abs(stress101)) < 1e-8
assert mesh_shift < 1e-9

# Stress is the same near the wall and deep inside each layer
sx, sz = stress001[is_x], stress001[~is_x]
stress_spread = max(np.ptp(sx, axis=0).max(), np.ptp(sz, axis=0).max())
assert stress_spread < 1e-8
expected = -(1 - f) * s * (C11 - C12**2 / C11)
assert np.isclose(sx[:, 0].mean(), expected, rtol=1e-9)
assert np.isclose(sz[:, 0].mean(), -expected, rtol=1e-9)

# Costs of small tilts away from the compatible wall
Lmod = (C11 + C12) / 2 + C44
Mmod = (C11 + C12) / 2 - C44
Q45 = Lmod - Mmod**2 / Lmod
delta = 1e-3
tilt_xz = [np.sin(np.pi / 4 + delta), 0, np.cos(np.pi / 4 + delta)]
tilt_y = np.cos(delta) * normal + np.sin(delta) * I[1]
assert np.isclose(direct_penalty(tilt_xz) / (s * delta)**2, 4 * Q45, rtol=1e-4)
assert np.isclose(direct_penalty(tilt_y) / (s * delta)**2, 4 * C44, rtol=1e-4)

# Scan a hemisphere outside five degrees of both compatible normals
limit = np.radians(5)
outside = []
for polar in np.radians(np.arange(0, 181, 2)):
    for azimuth in np.radians(np.arange(-90, 91, 2)):
        n = np.array([np.sin(polar) * np.cos(azimuth),
                      np.sin(polar) * np.sin(azimuth), np.cos(polar)])
        overlap = max(abs(n @ np.array(q)) / np.sqrt(2) for q in planes)
        if overlap < np.cos(limit):
            outside.append(f * (1 - f) * penalty(n) / 2)
scan_min = min(outside)
soft_tilt = f * (1 - f) / 2 * 4 * C44 * s**2 * np.sin(limit)**2
assert scan_min > 0.9 * soft_tilt

# Finite strain: fit a rotation that joins the stretched wall vectors
Ux, Uz = np.diag([c, a, a]) / a0, np.diag([a, a, c]) / a0
tangents = np.array([[1, 0, -1], [0, np.sqrt(2), 0]]) / np.sqrt(2)
fit, _ = Rotation.align_vectors(tangents @ Uz, tangents @ Ux)
finite_jump = fit.as_matrix() @ Ux - Uz
finite_rotation = fit.magnitude()
assert np.linalg.svd(finite_jump, compute_uv=False)[1] < 1e-7
assert np.isclose(finite_rotation, 2 * np.arctan(c / a) - np.pi / 2, atol=1e-7)
assert abs(finite_rotation - s) < s**2
wall_vector = Uz @ np.array([1, 0, -1])
film_angle = np.degrees(np.arctan2(-wall_vector[2], wall_vector[0]))

# Different tetragonal moduli in the two variants
Kx, Kz = stiffness4(0), stiffness4(2)
assert min(np.linalg.eigvalsh(Kx)) > 0
Wtet, _, _ = relaxed_stack(0, Kx, Kz)
Wtet101, _, _ = relaxed_stack(np.pi / 4, Kx, Kz)
assert Wtet101 < 1e-12 and Wtet > 0.01

# Heating, wall energy, substrate clamping and bound charge
hot_ratio = 1.02
s_hot = (hot_ratio - 1) * hot_ratio ** (-1 / 3)
W_hot = W001 * (s_hot / s)**2
wall_energy = 0.2
equal_thickness = wall_energy / W001
substrate = 0.3905
compliance = np.linalg.inv(K[:3, :3])
clamp_strain = substrate / a - 1
clamp_stress = clamp_strain / compliance[0, 0]
poisson = -compliance[0, 1] / compliance[0, 0]
clamp_fraction = clamp_strain * (1 + poisson) / (c / a - 1)
assert 0 < clamp_fraction < 1
P, permittivity, breakdown = 75.0, 100.0, 1.0
P_jump = P * np.array([1, 0, -1])
charge101 = abs(P_jump @ normal)
charge10m1 = abs(P_jump @ np.array([1, 0, -1])) / np.sqrt(2)
field = charge10m1 * 0.01 / (2 * epsilon_0 * permittivity) / 1e8
assert charge101 < 1e-12 and field > breakdown

print("INPUTS: rough lead titanate values")
print(f"short axis a = {a:.3f} nm")
print(f"long axis c = {c:.3f} nm")
print(f"C11 = {C11:.0f} eV/nm^3")
print(f"C12 = {C12:.0f} eV/nm^3")
print(f"C44 = {C44:.0f} eV/nm^3")
print(f"x-variant fraction f = {f:.2f}")
print("COMPATIBILITY")
print(f"parent edge a0 = {a0:.5f} nm")
print(f"short-axis strain = {ea:.5f}")
print(f"long-axis strain = {ec:.5f}")
print(f"strain difference s = {s:.5f}")
print("all compatible normals =", sorted(planes))
print(f"small-strain rotation = {np.degrees(small_rotation):.3f} degrees")
print(f"finite-strain rotation = {np.degrees(finite_rotation):.3f} degrees")
print(f"wall to film plane, c domain = {film_angle:.2f} degrees")
print("STRESS AND ENERGY")
print(f"(101) stack energy = {W101:.1e} eV/nm^3")
print(f"(101) largest stress = {np.max(abs(stress101)):.1e} eV/nm^3")
print(f"B for (001) = {B001:.4f} eV/nm^3")
print(f"B for (010) = {B010:.4f} eV/nm^3")
print(f"(001) stack energy = {W001:.4f} eV/nm^3")
print(f"(001) energy per parent cell = {W001*a0**3:.4f} eV")
print(f"30-degree wall energy = {W30:.4f} eV/nm^3")
print(f"(001) x-layer stress xx = {sx[:,0].mean():.2f} eV/nm^3")
print(f"same stress converted = {sx[:,0].mean()*GPa:.2f} GPa")
print(f"(001) x-layer stress yy = {sx[:,1].mean():.2f} eV/nm^3")
print(f"(001) z-layer stress xx = {sz[:,0].mean():.2f} eV/nm^3")
print(f"stress spread within layers = {stress_spread:.1e} eV/nm^3")
print(f"mesh shift, 8 to 12 = {mesh_shift:.1e} eV/nm^3")
print(f"tilt modulus within xz = {Q45:.1f} eV/nm^3")
print(f"lowest scan energy beyond 5 deg = {scan_min:.5f} eV/nm^3")
print("NEGLECTED EFFECTS: rough inputs")
print(f"long-axis modulus = {C_long:.0f} eV/nm^3")
print(f"(001) energy, unequal moduli = {Wtet:.4f} eV/nm^3")
print(f"(101) energy, unequal moduli = {Wtet101:.1e} eV/nm^3")
print(f"heated c/a = {hot_ratio:.2f}")
print(f"heated s = {s_hot:.5f}")
print(f"heated (001) energy, fixed moduli = {W_hot:.4f} eV/nm^3")
print(f"wall energy = {wall_energy:.2f} eV/nm^2")
print(f"thickness storing equal energy = {equal_thickness:.2f} nm")
print(f"substrate spacing = {substrate:.4f} nm")
print(f"x-variant fraction on substrate = {clamp_fraction:.4f}")
print(f"remaining yy clamp stress = {clamp_stress:.2f} eV/nm^3")
print(f"polarization = {P:.0f} uC/cm2")
print(f"relative permittivity = {permittivity:.0f}")
print(f"bound charge on (101) = {charge101:.1f} uC/cm2")
print(f"bound charge on (10-1) = {charge10m1:.1f} uC/cm2")
print(f"unscreened field at (10-1) = {field:.2f} MV/cm")
print(f"rough breakdown field = {breakdown:.1f} MV/cm")
print("all assertions hold")
```

Running it gives:

```
INPUTS: rough lead titanate values
short axis a = 0.390 nm
long axis c = 0.415 nm
C11 = 1200 eV/nm^3
C12 = 600 eV/nm^3
C44 = 500 eV/nm^3
x-variant fraction f = 0.50
COMPATIBILITY
parent edge a0 = 0.39816 nm
short-axis strain = -0.02050
long-axis strain = 0.04229
strain difference s = 0.06279
all compatible normals = [(1, 0, -1), (1, 0, 1)]
small-strain rotation = 3.598 degrees
finite-strain rotation = 3.558 degrees
wall to film plane, c domain = 46.78 degrees
STRESS AND ENERGY
(101) stack energy = 1.3e-29 eV/nm^3
(101) largest stress = 3.5e-13 eV/nm^3
B for (001) = 3.5482 eV/nm^3
B for (010) = 4.7309 eV/nm^3
(001) stack energy = 0.4435 eV/nm^3
(001) energy per parent cell = 0.0280 eV
30-degree wall energy = 0.1431 eV/nm^3
(001) x-layer stress xx = -28.25 eV/nm^3
same stress converted = -4.53 GPa
(001) x-layer stress yy = -9.42 eV/nm^3
(001) z-layer stress xx = 28.25 eV/nm^3
stress spread within layers = 1.6e-12 eV/nm^3
mesh shift, 8 to 12 = 5.6e-17 eV/nm^3
tilt modulus within xz = 1285.7 eV/nm^3
lowest scan energy beyond 5 deg = 0.01020 eV/nm^3
NEGLECTED EFFECTS: rough inputs
long-axis modulus = 650 eV/nm^3
(001) energy, unequal moduli = 0.2018 eV/nm^3
(101) energy, unequal moduli = 3.3e-29 eV/nm^3
heated c/a = 1.02
heated s = 0.01987
heated (001) energy, fixed moduli = 0.0444 eV/nm^3
wall energy = 0.20 eV/nm^2
thickness storing equal energy = 0.45 nm
substrate spacing = 0.3905 nm
x-variant fraction on substrate = 0.0267
remaining yy clamp stress = 1.03 eV/nm^3
polarization = 75 uC/cm2
relative permittivity = 100
bound charge on (101) = 0.0 uC/cm2
bound charge on (10-1) = 106.1 uC/cm2
unscreened field at (10-1) = 5.99 MV/cm
rough breakdown field = 1.0 MV/cm
all assertions hold
```
